# How unequal phonon heating biases two-temperature fits of electron-phonon coupling

**Q:** After a femtosecond pulse a metal has hot electrons and a cold lattice. I give each one temperature and fit the coupling $G$ to the measured relaxation. Phonons collide with one another, so surely the lattice has one temperature?

**A:** They do collide, but that takes time, and meanwhile the electrons may heat some phonons faster than others. Take one mode of angular frequency $\omega$ and occupation $n$, and let $f$ be the Fermi function at electron temperature $T_e$. With $a=e^{(\varepsilon-\mu)/k_BT_e}$ and $b=e^{\hbar\omega/k_BT_e}$, $f(\varepsilon)=1/(1+a)$ and $f(\varepsilon+\hbar\omega)=1/(1+ab)$, so

$$f(\varepsilon+\hbar\omega)[1-f(\varepsilon)]=\frac{a}{(1+a)(1+ab)},\qquad f(\varepsilon)-f(\varepsilon+\hbar\omega)=\frac{a(b-1)}{(1+a)(1+ab)}.$$

Their ratio is $1/(b-1)=n_B(T_e)$, the Bose function at the electron temperature. The absorption factor $f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]$ is $b$ times the emission factor, and $b\,n_B=n_B+1$.

Assume that the matrix elements and the density of electron states are flat over the energies involved, and put them in one constant $A$. Since $\int[f(\varepsilon)-f(\varepsilon+\hbar\omega)]\,d\varepsilon=\hbar\omega$, the golden rule gives emission minus absorption as

$$\frac{dn}{dt}=A\hbar\omega\,[n_B(n+1)-(n_B+1)n]=\Gamma\,[n_B(T_e)-n],\qquad \Gamma=A\hbar\omega .$$

So $\Gamma$ is the rate at which electrons damp that phonon, and nothing makes it the same for every mode.

**Q:** How does that become a coupling constant?

**A:** Collect modes into groups $j$, for instance branches, and suppose that each group has its own temperature $T_j$. For $k_BT\gg\hbar\omega$, $n_B\simeq k_BT/\hbar\omega-\tfrac12$. The constant cancels in the difference, so a mode gains energy at the rate $k_B\Gamma(T_e-T_j)$. Summed over the $N_j$ modes per volume,

$$G_j=k_B\sum_{q\in j}\Gamma_q,\qquad C_j=k_BN_j,\qquad g_j\equiv\frac{G_j}{C_j}=\langle\Gamma\rangle_j .$$

The heating rate $g_j$ is thus the group's mean electronic damping rate. Define $C_L=\sum_jC_j$, $w_j=C_j/C_L$, $T_L=\sum_jw_jT_j$ and $G=\sum_jG_j$. I describe phonon collisions by one exchange time $\tau$, and take $C_j$, $G_j$ and $\tau$ as constant. With absorbed power density $P(t)\ge0$ in a uniform film,

$$C_e(T_e)\frac{dT_e}{dt}=P-\sum_jG_j(T_e-T_j),\qquad \frac{dT_j}{dt}=g_j(T_e-T_j)+\frac{T_L-T_j}{\tau}.$$

The exchange terms conserve energy, because $\sum_jC_j(T_L-T_j)=0$.

**Q:** All groups start at room temperature. Why would they separate?

**A:** Subtract the equations of groups $j$ and $k$ while both are at temperature $T$. The exchange terms cancel:

$$\frac{d(T_j-T_k)}{dt}=(g_j-g_k)(T_e-T).$$

Hot electrons pull them apart unless $g_j=g_k$. If all rates equal $g$, a difference obeys $d(T_j-T_k)/dt=-(g+1/\tau)(T_j-T_k)$, and none develops from equal starting temperatures. Your picture then holds. It also becomes accurate when $\tau$ is short enough, since a gap is then limited to roughly $\tau|g_j-g_k|(T_e-T)$.

**Q:** Even so, the total heat flow is governed by the total $G$. Why should my fit miss it?

**A:** Because the flow is driven by a different lattice temperature from the one you use:

$$\sum_jG_j(T_e-T_j)=G(T_e-T_G),\qquad T_G=\frac1G\sum_jG_jT_j .$$

$T_G$ is weighted by coupling, $T_L$ by heat capacity. Reading the flow as coupling times $(T_e-T_L)$ gives the apparent value

$$G_{\rm inst}=G\,\frac{T_e-T_G}{T_e-T_L}.$$

It tends to $G$ at the start of the pulse, while all groups are still equally cold. It falls below $G$ when the strongly coupled phonons run hot, so that $T_L<T_G<T_e$.

**Q:** That is a moving target. Is there a definite bias over the whole relaxation?

**A:** There is for one way of extracting the coupling. In a true two-temperature metal $C_L\,dT_L/dt=G(T_e-T_L)$. Integrated over all time this gives $C_Lh=GD$, where $h$ is the final lattice rise and $D=\int(T_e-T_L)\,dt$. So define $G_{\rm area}=C_Lh/D$ and apply it to the metal with groups.

For a pulse of finite energy every group ends with the same rise $h$. Let $D_j=\int(T_e-T_j)\,dt$. Since $T_L-T_j=(T_e-T_j)-(T_e-T_L)$, integrating the group equation gives

$$h=g_jD_j+\frac{D_j-D}{\tau}\quad\Rightarrow\quad D_j=\frac{h+D/\tau}{g_j+1/\tau}.$$

Multiply by $w_j$ and sum, using $\sum_jw_jD_j=D$:

$$D=\left(h+\frac D\tau\right)S,\qquad S=\sum_j\frac{w_j}{g_j+1/\tau}.$$

Hence $D(1-S/\tau)=hS$, so $h/D=1/S-1/\tau$ and

$$G_{\rm area}=C_L\left(\frac1S-\frac1\tau\right).$$

The electron equation was not used, so within this model neither $C_e(T_e)$ nor the pulse shape matters.

**Q:** Is that above or below $G$?

**A:** Never above. Put $r_j=g_j+1/\tau$. The Cauchy–Schwarz inequality gives $(\sum_jw_jr_j)(\sum_jw_j/r_j)\ge(\sum_jw_j)^2=1$, so

$$\frac1S\le\sum_jw_jr_j=\frac G{C_L}+\frac1\tau\quad\Rightarrow\quad G_{\rm area}\le G .$$

For nonzero $\tau$, equality requires equal rates. Two limits show the role of collisions. For short $\tau$, expand $1/r_j=\tau(1-\tau g_j+\tau^2g_j^2-\dots)$. With $\langle\cdot\rangle$ the average over $w_j$,

$$\frac1S=\frac1\tau\left[1+\tau\langle g\rangle-\tau^2\langle g^2\rangle+\tau^2\langle g\rangle^2+\dots\right],\qquad G_{\rm area}\simeq G-C_L\tau\left(\langle g^2\rangle-\langle g\rangle^2\right).$$

The leading error is the variance of the rates times the exchange time and the lattice heat capacity. For $\tau\to\infty$, with all $g_j>0$, $G_{\rm area}\to C_L/\sum_j(w_j/g_j)$: the weakly coupled phonons become the bottleneck.

**Q:** I don't integrate areas. I do least squares on $T_e(t)$, or on the mean lattice temperature.

**A:** For two groups with $g_1\ge g_2$ the sign can still be proved, provided you know the heat capacities and the pulse. First, $T_1\ge T_2$ and $T_e\ge T_2$ persist. On the boundary $T_1=T_2$, the difference $T_1-T_2$ changes at the rate $(g_1-g_2)(T_e-T_2)\ge0$. On the boundary $T_e=T_2$, use $T_L-T_2=w_1(T_1-T_2)$:

$$\frac{d(T_e-T_2)}{dt}=\frac P{C_e}+(T_1-T_2)\left(\frac{G_1}{C_e}-\frac{w_1}\tau\right).$$

This is not negative if $\tau g_1\ge C_e/C_L$ at the temperatures where such a meeting could occur. The motion then never points out of the region. Inside it group 1 is the hotter, and its share of the coupling is at least its share of the heat capacity, $G_1/G=w_1g_1/(w_1g_1+w_2g_2)\ge w_1$, so $T_G\ge T_L$.

Now let $E$ be the electron energy density:

$$\frac{dE}{dt}=P-G(T_e-T_G)\ge P-G(T_e-T_L).$$

Energy conservation fixes $T_L$ once $E$ and the absorbed energy are known. The right-hand side is therefore the two-temperature law for $E$ with the true $G$. Starting from the same state, the real $T_e$ cannot fall below that model's curve, because its slope is at least as large wherever they touch.

In the two-temperature model $T_e\ge T_L$, since at equality only the pulse acts, and it heats the electrons. A larger trial $G$ therefore lowers the model's $T_e$ curve further, away from the data. By energy conservation the lattice curves are ordered the opposite way. On either trace, no trial value above $G$ improves on $G$ itself, so the bias is downward or zero. The proof does not cover a fit with a free amplitude.

**Q:** Give me numbers. Is this large enough to matter?

**A:** Take a free-standing film 20 nm thick with round parameters: $C_e=\gamma T_e$, $\gamma=100\ \mathrm{J\,m^{-3}K^{-2}}$, and $\tau=5$ ps. The longitudinal branch has $C=0.80\ \mathrm{MJ\,m^{-3}K^{-1}}$ and coupling 1.80; the transverse pair has $C=1.60\ \mathrm{MJ\,m^{-3}K^{-1}}$ and coupling 0.60. All couplings here are in $10^{17}\ \mathrm{W\,m^{-3}K^{-1}}$. The true total is 2.40, and the rates are 0.225 and 0.0375 ps$^{-1}$. The film starts at 300 K and absorbs 1.2 mJ/cm$^2$ with power decaying exponentially in 0.1 ps.

The electrons peak near 2920 K. The branches are furthest apart at 1.4 ps, by 330 K. At 2 ps, $T_e=779$ K, $T_G=667$ K and $T_L=539$ K, so

$$G_{\rm inst}=2.40\times\frac{779-667}{779-539}\approx1.12 .$$

At 5 ps it has dropped to 0.17. By then the electrons, at 605 K, are cooler than the longitudinal phonons at 635 K and hotter than the transverse ones at 499 K. They carry heat from one branch to the other, with little net loss of their own.

For the area value,

$$S=\frac{1/3}{0.225+0.2}+\frac{2/3}{0.0375+0.2}=3.59\ \mathrm{ps},\qquad \frac1S-\frac1\tau=0.0784\ \mathrm{ps^{-1}}.$$

Multiplying by $C_L=2.40\ \mathrm{MJ\,m^{-3}K^{-1}}$ gives $G_{\rm area}=1.88$, or 22% below the true total. Direct integration of the model's equations gives the same value. Without phonon exchange it would be 1.25.

**Q:** And my least-squares fits?

**A:** They are less affected here. The ordering condition holds comfortably: $\tau g_1=1.125$, while $C_e/C_L$ is about 0.023 at the final temperature. Over 0–10 ps the electron trace gives 2.20 and the mean lattice trace 2.28, which are 8% and 5% low. Restricting the lattice trace to the first picosecond gives 2.33, or 3% low. The area counts the long, weak tail of $T_e-T_L$ in full; a least-squares fit need not reproduce that area.

Fit quality is a poor guarantee. The mean-lattice fit misses by only 1.8 K rms, against a final rise of 246 K, although the branches were 330 K apart. The electron fit misses by 60 K rms, which is easier to notice. As controls, I kept the total coupling and gave both branches equal rates: the electron fit returned 2.40. With the original rates but $\tau=0.01$ ps, the lattice fit also returned 2.40.

**Q:** Then in practice I lose a few per cent, always on the low side.

**A:** Not if your signal is something other than the mean lattice temperature. Suppose it follows $T_{\rm obs}=\sum_ja_jT_j$ with $\sum_ja_j=1$. At the start all $T_j=T$, so $dT_{\rm obs}/dt=\sum_ja_jg_j(T_e-T)$, and a two-temperature reading gives

$$G_{\rm start}=C_L\sum_ja_jg_j .$$

A purely longitudinal signal gives $2.40\times0.225=0.540$ in $10^{18}\ \mathrm{W\,m^{-3}K^{-1}}$, that is 5.40 in our unit: more than twice the true total.

Diffraction can err the other way, because its intensity loss follows atomic displacements. A classical mode has mean-square displacement proportional to $T/\omega^2$. With representative phonon energies of 30 meV (longitudinal) and 20 meV (transverse), the longitudinal weight is

$$a_L=\frac{1/30^2}{1/30^2+2/20^2}=0.18 ,$$

below its heat-capacity share of $1/3$. The initial reading is 1.72. A fit over 0–10 ps, taking this signal for the mean lattice temperature, gives 1.16, or 52% low. It is lower still because the signal also lags later: at 5 ps it stands at $0.18\times635+0.82\times499\approx524$ K, while the mean is 544 K.

**Q:** How close is this to a real film?

**A:** The heat capacities are close to those of aluminium, taking free electrons and a classical lattice. The total coupling is a round model value. The sixfold ratio of rates and the 5 ps exchange time are choices that make the effect visible, not typical values I can vouch for. A real metal also has selectivity inside each branch. If half of each branch couples at 0.5 times its mean rate and half at 1.5 times, with the total fixed, the area value moves from 1.88 to 1.74. The classical limit is only approximate near the start, since $k_BT$ at 300 K is 26 meV, comparable to the phonon energies. Bose occupation at the two phonon energies, with the rates held fixed, changes the 1.88 to 1.93 if the classical $C_L$ is kept in the definition of $G_{\rm area}$. In the classical model the longitudinal branch peaks near 750 K and the final temperature is 546 K, so a film metal melting near 900 K would stay solid by this measure. A diffusive estimate $d^2C_e/(\pi^2\kappa)$, with film thickness $d$, thermal conductivity $\kappa=200$ W/(m K) and $C_e$ at 300 K, mixes heat across the film in about 6 fs. That is too short, since an electron moving at a typical $10^6$ m/s needs 20 fs to cross 20 nm, but both times are well below the 100 fs of the pulse. The diffusive time stays this short for hot electrons only if $\kappa$ rises roughly in step with $C_e$; with $\kappa$ fixed it would be about ten times longer at the peak electron temperature. Black-body emission in 10 ps is below $10^{-5}$ of the absorbed energy.

**Q:** So if my fitted coupling comes out low, I have found unequal phonon heating?

**A:** No, other errors do the same. Take a lattice that really has one temperature and a coupling of 2.40, and fit its lattice trace over 0–10 ps. If the electrons receive their heat over 0.2 ps, for example because the pulse is longer than you think, but you assume 0.1 ps, the fit gives 2.14. If $C_e$ is 10% larger than you assume, it gives 2.26. Both shifts exceed the branch effect on the mean lattice trace.

What you can test is consistency. With one lattice temperature, a constant coupling and correct inputs, different time windows and differently weighted lattice signals must give the same $G$. If they disagree, some assumption has failed. Agreement between windows proves less: the 10% error in $C_e$ above lowers the fit by nearly the same amount in short and long windows. Signals that weight the branches differently can then show whether it is the single lattice temperature, once the pulse and heat capacities have been checked independently. The remaining values are in the numerical output.

## Computed results

```
INPUTS (round model values)
electron heat capacity / Te: 100 J/(m^3 K^2)
heat capacity L, T pair: 0.80, 1.60 MJ/(m^3 K)
coupling L, T pair: 1.80, 0.60 1e17 W/(m^3 K)
rates g of L, T pair: 0.2250, 0.0375 1/ps
phonon energies L, T: 30, 20 meV
exchange time 5.0 ps; source time 0.10 ps
start 300 K; film thickness 20 nm
absorbed: 600 MJ/m^3 = 1.20 mJ/cm^2
TEMPERATURES (K) and instantaneous coupling (1e17 W/(m^3 K))
t= 0.5 ps Te=2575.2 L=542.9 T=346.6 mean=412.0 TG=493.8 Ginst=2.309
t= 1.0 ps Te=1715.9 L=694.8 T=388.4 mean=490.5 TG=618.2 Ginst=2.150
t= 2.0 ps Te=779.4 L=743.4 T=437.1 mean=539.2 TG=666.9 Ginst=1.125
t= 5.0 ps Te=604.9 L=634.6 T=499.1 mean=544.3 TG=600.7 Ginst=0.166
t=10.0 ps Te=560.3 L=567.7 T=534.1 mean=545.3 TG=559.3 Ginst=0.153
peak Te 2923 K at 0.23 ps
largest L-T gap 329.6 K at 1.43 ps
common final temperature: 545.7 K
ordering condition: tau*g_L = 1.125, Ce/CL at final T = 0.0227
COUPLINGS
true total: 2.400 1e17 W/(m^3 K)
area value: 1.883 1e17 W/(m^3 K)
area value / true: 0.784 (ratio)
area value, no phonon exchange: 1.246 1e17 W/(m^3 K)
area deficit at tau = 0.1 ps: 0.0185 1e17 W/(m^3 K)
short-tau estimate of it: 0.0188 1e17 W/(m^3 K)
fit to Te, 0-10 ps: 2.204 1e17 W/(m^3 K)
fit to mean lattice T, 0-10 ps: 2.283 1e17 W/(m^3 K)
fit to mean lattice T, 0-1 ps: 2.330 1e17 W/(m^3 K)
fit to displacement signal, 0-10 ps: 1.161 1e17 W/(m^3 K)
rms misfit Te, mean, displacement: 59.80, 1.80, 17.62 K
longitudinal weight in displacement signal: 0.182 (ratio)
initial value, longitudinal signal: 5.400 1e17 W/(m^3 K)
initial value, displacement signal: 1.718 1e17 W/(m^3 K)
control fit, equal rates: 2.400 1e17 W/(m^3 K)
control fit, tau = 0.01 ps: 2.398 1e17 W/(m^3 K)
random metals, fit/true: 0.939 to 0.996
NEGLECTED EFFECTS
area value with Bose occupation: 1.925 1e17 W/(m^3 K)
area value, rates split 0.5/1.5 inside groups: 1.743 1e17 W/(m^3 K)
one-T lattice, source 0.2 ps fitted as 0.1 ps: 2.141 1e17 W/(m^3 K)
one-T lattice, Ce 10% above assumed: 2.264 1e17 W/(m^3 K)
k_B Te(peak)/E_F for E_F = 10 eV: 0.0252 (ratio)
heat mixing across film, 200 W/(m K): 6.1 fs
radiated/absorbed, upper bound for 10 ps: 6.9e-06
```
